# A failing check and its repair

Subject: Averaging Γ and zone-boundary positron states in a periodic well model.

```python
"""Positron in a 1D superlattice of square wells: errors of Bloch states.

Result under test: relative to one isolated well, the lowest band has
  E(k)-Einf = -A exp(-kappa b) cos(kL) + O(b exp(-2 kappa b)),
  A = 4 |Einf| (1-Pinf),
so the errors at Gamma (k=0) and X (k=pi/L) cancel to leading order in
their average. The probability inside the well behaves likewise.
Symbols: w well width, V0 depth, L period, b=L-w barrier, c=hbar^2/2m,
kappa decay constant, q wave number in the well, P probability in the well.
Units: angstrom and eV. Energy zero: top of the barrier.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

mp.mp.dps = 60
c = mp.mpf(const.hbar**2 / (2 * const.m_e * const.e) * 1e20)
w = mp.mpf(3)
V0 = mp.mpf(3)


def wave_number(kappa, depth=V0):
    return mp.sqrt(depth / c - kappa**2)


def growing_factor(kappa, depth=V0, sign=1):
    """Coefficient of exp(+kappa b) (sign=1) or exp(-kappa b) (sign=-1)."""
    q = wave_number(kappa, depth)
    return (mp.cos(q * w)
            + sign * (kappa**2 - q**2) * mp.sin(q * w) / (2 * q * kappa))


def isolated_condition(kappa):
    q = wave_number(kappa)
    return kappa * mp.cos(q * w / 2) - q * mp.sin(q * w / 2)


kap = mp.findroot(isolated_condition, mp.mpf('0.7'))
q0 = wave_number(kap)
k0sq = V0 / c
E_inf = -c * kap**2


def bloch_kappa(b, cos_kL, depth=V0):
    def condition(x):
        return (growing_factor(x, depth) - 2 * mp.exp(-x * b) * cos_kL
                + mp.exp(-2 * x * b) * growing_factor(x, depth, -1))
    return mp.findroot(condition, kap)


def energy(b, cos_kL, depth=V0):
    return -c * bloch_kappa(b, cos_kL, depth)**2


def well_probability(kappa, b, node):
    """Integrated from the even wave function; node=True for X."""
    q = wave_number(kappa)
    inside = w / 2 + mp.sin(q * w) / (2 * q)
    edge = mp.cos(q * w / 2)**2
    half = kappa * b / 2
    if node:
        outside = edge * (mp.sinh(2*half)/(2*kappa) - b/2) / mp.sinh(half)**2
    else:
        outside = edge * (mp.sinh(2*half)/(2*kappa) + b/2) / mp.cosh(half)**2
    return inside / (inside + outside)


def slope_probability(b, cos_kL):
    """Minus the derivative of the energy with respect to the depth."""
    h = mp.mpf(10)**(-12)
    return -(energy(b, cos_kL, V0 + h) - energy(b, cos_kL, V0 - h)) / (2 * h)


def plane_waves(L, k_times_L, nmax=200):
    """Independent diagonalization; returns lowest energy and P."""
    n = np.arange(-nmax, nmax + 1)
    ratio = float(w) / L
    window = ratio * np.sinc((n[:, None] - n[None, :]) * ratio)
    kinetic = float(c) * ((2 * np.pi * n + k_times_L) / L)**2
    val, vec = eigh(np.diag(kinetic) - float(V0) * window,
                    subset_by_index=[0, 0])
    v = vec[:, 0]
    return val[0], v @ window @ v


# Derived coefficients
P_out = q0**2 / (k0sq * (1 + kap * w / 2))
P_inf = 1 - P_out
A = 4 * abs(E_inf) * P_out
gamma = A * (q0**2 - kap**2) / k0sq
D1 = mp.diff(growing_factor, kap)
D2 = mp.diff(growing_factor, kap, 2)
s = D2 / (2 * D1) - 1 / (2 * kap)
kap_slope = P_inf / (2 * c * kap)
A_logslope = (2 * kap_slope / kap + P_out / (c * q0**2) - 1 / V0
              - (w / 2) * kap_slope / (1 + kap * w / 2))
b0 = A_logslope / kap_slope
B = A**2 / (2 * c * kap)

# Isolated well against a very long cell, and the derivative of D
E_long, P_long = plane_waves(30.0, 0.0, 300)
assert abs(E_long - E_inf) < 1e-5 and abs(P_long - P_inf) < 1e-5
assert abs(D1 * q0**2 * kap / (k0sq * (1 + kap * w / 2)) - 1) < 1e-12

# Bloch condition and well probabilities against diagonalization
worst_E = worst_P = 0.0
for L in (6.0, 8.0, 10.0):
    b = mp.mpf(L) - w
    for phase, C in ((0.0, 1), (np.pi, -1), (np.pi / 2, 0)):
        e_pw, p_pw = plane_waves(L, phase)
        worst_E = max(worst_E, abs(e_pw - float(energy(b, C))))
        worst_P = max(worst_P, abs(p_pw - float(slope_probability(b, C))))
        if C != 0:
            p_wave = well_probability(bloch_kappa(b, C), b, C == -1)
            worst_P = max(worst_P, abs(p_pw - float(p_wave)))
assert worst_E < 1e-5 and worst_P < 1e-5


# Asymptotic laws at wide barriers, high precision
def energy_errors(b):
    g, x, m = [energy(b, C) - E_inf for C in (1, -1, 0)]
    return g, x, (g + x) / 2, m


def probability_errors(b):
    g = well_probability(bloch_kappa(b, 1), b, False) - P_inf
    x = well_probability(bloch_kappa(b, -1), b, True) - P_inf
    return g, x, (g + x) / 2


b_wide = mp.mpf(40)
eps = mp.exp(-kap * b_wide)
g, x, av, mid = energy_errors(b_wide)
assert abs(g / (-A * eps) - 1) < 1e-8 and abs(x / (A * eps) - 1) < 1e-8
assert abs(av / (eps**2 * (B * (b_wide + s) + gamma)) - 1) < 1e-8
assert abs(mid / (eps**2 * gamma) - 1) < 1e-8
# uniform eight-point mean over the band keeps half of the B term
band = sum(energy(b_wide, mp.cos(2 * mp.pi * j / 8)) for j in range(8)) / 8
band_error = band - E_inf
assert abs(band_error / (eps**2 * (B*(b_wide + s)/2 + gamma)) - 1) < 1e-8
pg, px, pav = probability_errors(b_wide)
p_first = A * kap_slope * (b_wide - b0) * eps
assert abs(pg / (-p_first) - 1) < 1e-8 and abs(px / p_first - 1) < 1e-8
scaled = [probability_errors(mp.mpf(t))[2] * mp.exp(2 * kap * t)
          for t in (30, 40, 50)]
quadratic = (scaled[2] - 2 * scaled[1] + scaled[0]) / 200
P_coef = kap_slope * A**2 / (c * kap)
assert abs(quadratic / P_coef - 1) < 1e-8


# Barrier at which the Gamma state has exactly the isolated probability
def gamma_probability(b):
    top = float(mp.sqrt(k0sq)) * (1 - 1e-12)

    def match(kappa):
        q = np.sqrt(float(k0sq) - kappa**2)
        return q * np.tan(q * float(w) / 2) - kappa * np.tanh(kappa * b / 2)
    return float(well_probability(mp.mpf(brentq(match, 1e-6, top)), b, False))


b_cross = brentq(lambda b: gamma_probability(b) - float(P_inf), 0.3, 3.0)
assert abs(plane_waves(float(w) + b_cross, 0.0)[1] - float(P_inf)) < 1e-5
for b in np.linspace(0.1, 12.0, 120):
    if abs(b - b_cross) > 0.02:
        assert (gamma_probability(b) < float(P_inf)) == (b > b_cross)

print(f"hbar^2/2m = {float(c):.5f} eV angstrom^2")
print(f"well width w = {float(w):.1f} angstrom, depth V0 = {float(V0):.1f} eV")
print(f"isolated: kappa = {float(kap):.5f}, q = {float(q0):.5f} 1/angstrom")
print(f"isolated energy Einf = {float(E_inf):.5f} eV")
print(f"isolated well probability Pinf = {float(P_inf):.5f}")
print(f"first-order amplitude A = {float(A):.5f} eV")
print(f"second-order A^2/(2 c kappa) = {float(B):.5f} eV/angstrom")
print(f"second-order gamma = {float(gamma):.5f} eV, s = {float(s):.5f} angstrom")
print(f"d kappa/d V0 = {float(kap_slope):.5f} 1/(angstrom eV)")
print(f"threshold barrier: first-order b0 = {float(b0):.4f} angstrom")
print(f"threshold barrier: exact = {b_cross:.4f} angstrom")
print(f"P(Gamma) at b = 0.5 angstrom: {gamma_probability(0.5):.5f}")
print(f"largest deviation from plane waves: {worst_E:.1e} eV, {worst_P:.1e} in P")

for L in (6, 8, 10, 12):
    b = mp.mpf(L) - w
    e = energy_errors(b)
    p = probability_errors(b) + (slope_probability(b, 0) - P_inf,)
    assert e[0] < 0 < e[1] and p[0] < 0 < p[1]
    assert abs(e[3]) < abs(e[2]) < min(abs(e[0]), abs(e[1]))
    assert abs(p[3]) < abs(p[2]) < min(abs(p[0]), abs(p[1]))
    small = mp.exp(-kap * b)
    second = small**2 * (B * (b + s) + gamma)
    ev = [float(1000 * t) for t in e]
    pv = [float(t) for t in p]
    print(f"L = {L} angstrom: exp(-kappa b) = {float(small):.6f}")
    print(f"  E(Gamma) = {float(E_inf + e[0]):.5f} eV, "
          f"E(X) = {float(E_inf + e[1]):.5f} eV")
    print(f"  energy errors (meV): Gamma {ev[0]:.4f}, X {ev[1]:.4f}, "
          f"average {ev[2]:.4f}, k=pi/2L {ev[3]:.4f}")
    print(f"  first-order size {float(1000*A*small):.4f} meV, "
          f"second-order average {float(1000*second):.4f} meV")
    print(f"  errors in P: Gamma {pv[0]:.6f}, X {pv[1]:.6f}, "
          f"average {pv[2]:.6f}, k=pi/2L {pv[3]:.6f}")

# Nearest-image phase sums in three dimensions, cubic edge a = 1
corner = np.pi * np.ones(3)
grid = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
sc = grid[np.sum(grid**2, axis=1) == 1]
fcc = grid[np.sum(grid**2, axis=1) == 2] / 2
sum_sc = np.cos(sc @ corner).sum()
sum_fcc = np.cos(fcc @ corner).sum()
assert abs(sum_sc + len(sc)) < 1e-12 and abs(sum_fcc) < 1e-12
print(f"simple cubic: {len(sc)} nearest images, phase sum at R {sum_sc:.1f}")
print(f"fcc: {len(fcc)} nearest images, phase sum at L {abs(sum_fcc):.1f}")
print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 114, in <module>
    worst_E = max(worst_E, abs(e_pw - float(energy(b, C))))
                                      ^^^^^^^^^^^^^^^^^^^
TypeError: float() argument must be a string or a real number, not 'mpc'
```

Likely cause: The fault was in the root search, not in the physics. The search was given one starting value, so mpmath placed its second starting value 0.25 higher, beyond the largest decay constant allowed for a bound state (sqrt(V0/c)). There the wave number in the well is imaginary, so the search returned complex-typed numbers that float() rejects. Each root is now bracketed inside the allowed real interval and then refined to high precision from two close real starting values; no tested quantity, case or tolerance has changed.

The change:

```diff
@@ -27,4 +27,15 @@
 
 
+def bound_root(condition, depth=V0):
+    """Root with 0 < kappa < sqrt(depth/c), where q is real.
+
+    A bracketed search in double precision is refined by the secant method.
+    """
+    top = float(mp.sqrt(depth / c)) * (1 - 1e-9)
+    rough = brentq(lambda x: float(condition(mp.mpf(x))), 1e-3, top)
+    start = mp.mpf(rough)
+    return mp.findroot(condition, (start, start - mp.mpf(10)**(-8)))
+
+
 def growing_factor(kappa, depth=V0, sign=1):
     """Coefficient of exp(+kappa b) (sign=1) or exp(-kappa b) (sign=-1)."""
@@ -39,5 +50,5 @@
 
 
-kap = mp.findroot(isolated_condition, mp.mpf('0.7'))
+kap = bound_root(isolated_condition)
 q0 = wave_number(kap)
 k0sq = V0 / c
@@ -49,5 +60,5 @@
         return (growing_factor(x, depth) - 2 * mp.exp(-x * b) * cos_kL
                 + mp.exp(-2 * x * b) * growing_factor(x, depth, -1))
-    return mp.findroot(condition, kap)
+    return bound_root(condition, depth)
 
 
```

Output now:

```
hbar^2/2m = 3.80998 eV angstrom^2
well width w = 3.0 angstrom, depth V0 = 3.0 eV
isolated: kappa = 0.67490, q = 0.57612 1/angstrom
isolated energy Einf = -1.73539 eV
isolated well probability Pinf = 0.79052
first-order amplitude A = 1.45409 eV
second-order A^2/(2 c kappa) = 0.41114 eV/angstrom
second-order gamma = -0.22819 eV, s = 1.20010 angstrom
d kappa/d V0 = 0.15372 1/(angstrom eV)
threshold barrier: first-order b0 = 1.1271 angstrom
threshold barrier: exact = 1.3081 angstrom
P(Gamma) at b = 0.5 angstrom: 0.87927
largest deviation from plane waves: 3.6e-08 eV, 2.2e-08 in P
L = 6 angstrom: exp(-kappa b) = 0.132035
  E(Gamma) = -1.90598 eV, E(X) = -1.50875 eV
  energy errors (meV): Gamma -170.5851, X 226.6413, average 28.0281, k=pi/2L -3.9573
  first-order size 191.9899 meV, second-order average 26.1262 meV
  errors in P: Gamma -0.040639, X 0.088076, average 0.023719, k=pi/2L 0.000595
L = 8 angstrom: exp(-kappa b) = 0.034236
  E(Gamma) = -1.78267 eV, E(X) = -1.68262 eV
  energy errors (meV): Gamma -47.2800, X 52.7736, average 2.7468, k=pi/2L -0.2673
  first-order size 49.7818 meV, second-order average 2.7203 meV
  errors in P: Gamma -0.026303, X 0.034064, average 0.003880, k=pi/2L -0.000124
L = 10 angstrom: exp(-kappa b) = 0.008877
  E(Gamma) = -1.74806 eV, E(X) = -1.72223 eV
  energy errors (meV): Gamma -12.6677, X 13.1637, average 0.2480, k=pi/2L -0.0180
  first-order size 12.9081 meV, second-order average 0.2477 meV
  errors in P: Gamma -0.011176, X 0.012178, average 0.000501, k=pi/2L -0.000019
L = 12 angstrom: exp(-kappa b) = 0.002302
  E(Gamma) = -1.73872 eV, E(X) = -1.73202 eV
  energy errors (meV): Gamma -3.3262, X 3.3682, average 0.0210, k=pi/2L -0.0012
  first-order size 3.3470 meV, second-order average 0.0210 meV
  errors in P: Gamma -0.003996, X 0.004107, average 0.000055, k=pi/2L -0.000002
simple cubic: 6 nearest images, phase sum at R -6.0
fcc: 12 nearest images, phase sum at L 0.0
finished without a failed check
```
